\section*{Comment on pseudopotentials and the plane-wave convergence of correlation energies}

\section{The argument under review}

The argument runs as follows. A norm-conserving pseudopotential replaces the singular attraction $-Z/r$ by a smooth operator. The valence orbitals then have no cusp at the nucleus, and their plane-wave expansions converge at a modest cutoff. The correlation energy is computed from these orbitals, so it should converge at the same cutoff.

The first two statements are sound, but the conclusion does not follow from them. A correlation energy also depends on how well the basis describes two electrons close to each other, and convergence of the occupied orbital does not test this. Two electrons in a singlet state suffice to find out what error remains.

\section{Setting and the behaviour at contact}

Hartree atomic units are used. The electrons occupy a periodic cell of volume $\Omega$, with
\begin{equation}
H=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2+v_i\right)+\frac{1}{r_{12}},
\end{equation}
where $v$ is a pseudopotential, either a smooth local function or a sum of smooth separable projectors. The repulsion is understood as periodically repeated, with its average dropped. Near contact this changes $1/r_{12}$ only by bounded terms. The spatial function $\psi(\mathbf r_1,\mathbf r_2)$ is symmetric and normalized over the cell for each electron.

Let $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$. The kinetic energy becomes $-\nabla_{\mathbf r}^2-\tfrac14\nabla_{\mathbf R}^2$. Exchange symmetry forbids terms odd in $\mathbf r$, so near contact we try $\psi\simeq\psi(\mathbf R,\mathbf R)(1+\lambda r)$. Since $\nabla^2 r=2/r$, the terms of $H\psi$ that diverge at $r=0$ are
\begin{equation}
\left(-\frac{2\lambda}{r}+\frac1r\right)\psi(\mathbf R,\mathbf R).
\end{equation}
They must cancel, because $E\psi$ is finite, and this gives $\lambda=\tfrac12$. A smooth local potential adds nothing divergent. Nor does a projector term $p(\mathbf r_1)\int p(\mathbf r')\psi(\mathbf r',\mathbf r_2)\,d\mathbf r'$, which is bounded. The pseudopotential can change the amplitude $\psi(\mathbf R,\mathbf R)$, but not the slope $\tfrac12$ relative to it.

\section{The pair amplitude at large momentum}

Expand in products of plane waves,
\begin{equation}
\psi=\frac1\Omega\sum_{\mathbf k_1\mathbf k_2}c_{\mathbf k_1\mathbf k_2}
e^{i\mathbf k_1\cdot\mathbf r_1+i\mathbf k_2\cdot\mathbf r_2},
\qquad \mathbf k_{1,2}=\tfrac12\mathbf K\pm\mathbf q .
\end{equation}
The phase is $\mathbf K\cdot\mathbf R+\mathbf q\cdot\mathbf r$, so $\mathbf q$ is the relative momentum and $\mathbf K$ the total momentum. The transform of $1/r$ is $4\pi/q^2$. Transforming $\nabla^2r=2/r$ gives $-q^2\,\widetilde{r}=8\pi/q^2$, hence $\widetilde{r}=-8\pi/q^4$. The cusp term $\tfrac12 r\,\psi(\mathbf R,\mathbf R)$ therefore produces
\begin{equation}
c_{\mathbf k_1\mathbf k_2}\simeq-\frac{4\pi}{\Omega q^4}\,C(\mathbf K),
\qquad C(\mathbf K)=\int\psi(\mathbf R,\mathbf R)e^{-i\mathbf K\cdot\mathbf R}\,d\mathbf R .
\label{eq:tail}
\end{equation}
I assume that $\psi(\mathbf R,\mathbf R)$ is a smooth function of $\mathbf R$, as is appropriate for a smooth $v$. Then $C(\mathbf K)$ is negligible unless $K$ is moderate, and the slowly decaying amplitudes belong to pairs with large, nearly opposite momenta. Such pairs can be almost absent from the expansion of a single occupied orbital.

\section{From missing amplitude to missing energy}

Let $P$ project onto pairs in which both electrons have $|\mathbf k|<Q$, and let $\bar P=1-P$. The best energy in this space is $E_P$, with normalized eigenfunction $\psi_P$. Project the full equation $H\psi=E\psi$ onto $\psi_P$ and split $\psi=P\psi+\bar P\psi$:
\begin{equation}
E\langle\psi_P|\psi\rangle
=\langle\psi_P|H|P\psi\rangle+\langle\psi_P|H|\bar P\psi\rangle .
\end{equation}
The first term on the right is $E_P\langle\psi_P|\psi\rangle$, because $PHP\psi_P=E_P\psi_P$. In the second, the kinetic energy drops out because it is diagonal in plane waves. With $V$ denoting all potentials,
\begin{equation}
E_P-E=-\frac{\langle\psi_P|V|\bar P\psi\rangle}{\langle\psi_P|\psi\rangle}.
\label{eq:identity}
\end{equation}

This identity is now evaluated for large $Q$. A smooth one-body potential transfers little momentum, so it connects kept and discarded pairs only near the cutoff surface. Both amplitudes there are of order $Q^{-4}$ and the shell has volume of order $Q^2$, which gives a contribution of order $Q^{-6}$. The repulsion transfers large momenta. Most of $\psi_P$ lies at small relative momentum, so for a discarded pair
\begin{equation}
\left(\frac{1}{r_{12}}\psi_P\right)_{\mathbf k_1\mathbf k_2}\simeq
\frac{4\pi}{\Omega q^2}\,C(\mathbf K).
\end{equation}
The tail of $\psi_P$ and the difference between its contact value and that of $\psi$ correct this by a relative amount of order $1/Q$. The overlap in the denominator tends to one. Since $K$ is moderate, $|\mathbf k_{1,2}|=q+O(K)$, so the discarded pairs are those with $q>Q$, up to a further relative correction of order $1/Q$. The minus sign in (\ref{eq:identity}) cancels the one in (\ref{eq:tail}), and
\begin{equation}
E_P-E\simeq\sum_{\mathbf K}\sum_{q>Q}\frac{16\pi^2|C(\mathbf K)|^2}{\Omega^2q^6}.
\label{eq:sum}
\end{equation}
Parseval's theorem gives $\sum_{\mathbf K}|C(\mathbf K)|^2=\Omega n_2$, where
\begin{equation}
n_2=\int|\psi(\mathbf R,\mathbf R)|^2\,d\mathbf R
\end{equation}
is the contact density of the pair. The sum over $\mathbf q$ becomes $\Omega/(2\pi)^3$ times an integral, with angular factor $4\pi$:
\begin{equation}
E_P-E\simeq n_2\,\frac{16\pi^2}{2\pi^2}\int_Q^\infty\frac{dq}{q^4}
=\frac{8n_2}{3Q^3}.
\label{eq:Q}
\end{equation}
The number of plane waves is $M=\Omega Q^3/(6\pi^2)$, so $Q^3=6\pi^2M/\Omega$ and
\begin{equation}
E_P-E=\frac{4\,\Omega n_2}{9\pi^2M}+O(M^{-4/3}).
\label{eq:M}
\end{equation}
If one orbital is occupied there are $M-1$ virtual orbitals; at this order the distinction does not matter. The error is inverse in the number of virtual plane waves, whatever smooth pseudopotential is used.

The result concerns $E_P$, not the method used to find it. A Monte Carlo method that samples the Hamiltonian projected onto the same plane waves aims at the same $E_P$, so longer sampling does not remove this error.

\section{What the pseudopotential does cure}

The argument under review is right that a bare nucleus causes slow convergence. For one electron near a charge $Z$, the kinetic term is $k^2/2$ and cancellation of the divergence gives $\phi\simeq\phi(0)(1-Zr)$. At large $k$,
\begin{equation}
\phi_{\mathbf k}\simeq\frac{8\pi Z\phi(0)}{\sqrt\Omega\,k^4},\qquad
(V\phi)_{\mathbf k}\simeq-\frac{4\pi Z\phi(0)}{\sqrt\Omega\,k^2}.
\end{equation}
The one-electron form of (\ref{eq:identity}) then yields
\begin{equation}
\frac{32\pi^2Z^2|\phi(0)|^2}{2\pi^2}\int_Q^\infty\frac{dk}{k^4}
=\frac{16Z^2|\phi(0)|^2}{3Q^3}
=\frac{8Z^2\Omega|\phi(0)|^2}{9\pi^2M}.
\label{eq:nucleus}
\end{equation}
This has the same power of $M$ as (\ref{eq:M}). There are two cusps and two errors, and smoothing the nucleus removes one of them. Norm conservation does not remove the other. It fixes the integral of $|\phi|^2$ inside a core radius, and this can change the contact density in (\ref{eq:M}) and so the size of the error. The cusp due to the repulsion remains, and with it the power of $M$.

\section{A case with no ionic potential}

The smoothest pseudopotential is none at all. Put two electrons in a cubic cell of side 4 bohr with $v=0$. The uniform Hartree--Fock orbital is the single plane wave $\mathbf k=0$. Its energy vanishes, since it has no kinetic energy and the average repulsion has been dropped. Enlarging the basis cannot improve this orbital, so all basis dependence of the pair energy is correlation error.

In the state of zero total momentum the pairs are $(\mathbf q,-\mathbf q)$, and the full two-electron problem has the matrix
\begin{equation}
H_{\mathbf q\mathbf q'}=q^2\delta_{\mathbf q\mathbf q'}
+\frac{4\pi}{\Omega|\mathbf q-\mathbf q'|^2}\,(1-\delta_{\mathbf q\mathbf q'}).
\end{equation}
It was diagonalized with up to 24405 plane waves. The extrapolated contact density is $\Omega n_2=0.3649$, so (\ref{eq:M}) predicts
\begin{equation}
\frac{4\times0.3649}{9\pi^2}=0.0164\ \text{hartree}
\end{equation}
for the coefficient of $1/M$. The coefficient fitted to the energies is 0.0165 hartree. For $q$ between 7 and 9 bohr$^{-1}$, the ratio of the amplitudes to (\ref{eq:tail}), averaged over the symmetry-distinct wave vectors, is 1.013. Identity (\ref{eq:identity}), tested between bases of 925 and 24405 waves with the larger taken as complete, gives $1.805\times10^{-5}$ hartree, equal to the direct energy difference.

With 925 waves the error relative to the extrapolated energy is $1.87\times10^{-5}$ hartree. Two controls identify its cause. If the repulsion is replaced by $\mathrm{erf}(r/a)/r$ with $a=1$ bohr, going from 925 to 24405 waves changes the energy by no more than rounding error. The same holds for one electron when a nucleus of unit charge is smoothed in this way. With the bare nucleus, the one-electron error at 925 waves is $9.6\times10^{-4}$ hartree, about 50 times the pair error. Pseudization therefore removes the larger error in this comparison. Smoothing the repulsion is not a corresponding cure, because it changes the physical interaction.

The contact density also shows what correlation does to the coefficient. An uncorrelated uniform pair has $\Omega n_2=1$. The correlated pair avoids contact, and its coefficient is smaller by the factor 0.36. Second-order perturbation theory uses the uncorrelated value and so has a larger basis error here, with the same power of $M$.

\section{A case with a pseudopotential}

The second case has a localized orbital. The cell has side 6 bohr and contains two electrons and a periodically repeated ion with local potential $-2\,\mathrm{erf}(r/a)/r$, $a=1$ bohr. A separable term $D|p\rangle\langle p|$ is added, where $p$ is a normalized Gaussian proportional to $e^{-r^2/2\sigma^2}$, $\sigma=1$ bohr and $D=-0.5$ hartree. This has the operator form of a norm-conserving pseudopotential, but its parameters are round model values and were not derived from an atom.

Correlation is treated by second-order perturbation theory (MP2) on the Hartree--Fock orbital $\phi$, of energy $\varepsilon$:
\begin{equation}
E_2=-\sum_{ab}\frac{|\langle ab|r_{12}^{-1}|\phi\phi\rangle|^2}
{\varepsilon_a+\varepsilon_b-2\varepsilon}.
\end{equation}
For high virtual orbitals the integral approaches $4\pi\tilde\rho(\mathbf K)/(\Omega q^2)$, where $\tilde\rho$ is the transform of $\rho=\phi^2$, and the denominator approaches $q^2$. The missing terms reproduce (\ref{eq:sum}) with $C=\tilde\rho$, so (\ref{eq:M}) holds with $n_2=\int\phi^4\,d\mathbf R$.

The next term comes from the shape of the cutoff. A pair is lost when either electron exceeds $Q$. Since $|\mathbf q\pm\mathbf K/2|\simeq q\pm\mathbf K\cdot\hat{\mathbf q}/2$, this happens for $q>Q-|\mathbf K\cdot\hat{\mathbf q}|/2$. The radial integral becomes
\begin{equation}
\frac13\left(Q-\tfrac12|\mathbf K\cdot\hat{\mathbf q}|\right)^{-3}
\simeq\frac{1}{3Q^3}\left(1+\frac{3|\mathbf K\cdot\hat{\mathbf q}|}{2Q}\right).
\end{equation}
The angular average of $|\mathbf K\cdot\hat{\mathbf q}|$ is $K/2$. With $\bar K$ the mean of $K$ weighted by $|\tilde\rho(\mathbf K)|^2$,
\begin{equation}
\Delta E_2(M)\simeq\frac{4\Omega n_2}{9\pi^2M}\left(1+\frac{3\bar K}{4Q}\right).
\label{eq:two}
\end{equation}
The neglected terms are of relative order $1/Q^2$. The integral and the denominator contribute at this order, because the product $\phi\phi$ is smooth and even in $\mathbf r$ and the potentials add finite energies to $q^2$. So does the cutoff shape: solving $|\mathbf q\pm\mathbf K/2|=Q$ to second order in $K/Q$ adds $3K^2/(4Q^2)$, after angular averaging, to the bracket for each $\mathbf K$.

The computed values are $n_2=0.02417$ bohr$^{-3}$ and $\bar K=1.17$ bohr$^{-1}$. With $\Omega=216$ bohr$^3$ the leading coefficient is
\begin{equation}
\frac{4\times216\times0.02417}{9\pi^2}=0.235\ \text{hartree}.
\end{equation}
Between $M=1419$ and $M=4169$ the leading term predicts a lowering of
\begin{equation}
0.235\left(\frac1{1419}-\frac1{4169}\right)=1.09\times10^{-4}\ \text{hartree},
\end{equation}
and (\ref{eq:two}) raises this to $1.24\times10^{-4}$. The computed MP2 lowering is $1.29\times10^{-4}$ hartree, 3.6\% above the two-term value, with nothing fitted; most of this excess comes from the higher terms in the cutoff shape. Over the same interval the Hartree--Fock energy changes by about $4\times10^{-11}$ hartree, too little for its digits to matter.

The smallest basis shows the practical consequence. At $M=515$ the Hartree--Fock energy is within $4\times10^{-7}$ hartree of its value at $M=4169$, and by that criterion the basis is converged. The MP2 energy is $-0.02537$ hartree, while adding the predicted remainder to the largest calculation gives $-0.02595$ hartree ($-0.706$ eV). The smallest basis thus misses about $5.7\times10^{-4}$ hartree, or 2\% of the MP2 correlation energy. These energies belong to a periodic model at one Bloch vector and omit correlation beyond second order; they are not those of an isolated atom.

\section{Consequences and limits}

Asymptotically, a tenfold smaller correlation error requires ten times as many plane waves. Since the cutoff energy is $Q^2/2\propto M^{2/3}$, it must rise by a factor of $10^{2/3}\simeq4.6$. In the model above, an MP2 error of $10^{-6}$ hartree would need about $0.235/10^{-6}\simeq2.4\times10^5$ waves.

The known power also permits extrapolation. If the error were $A/M$, two bases would give
\begin{equation}
E_\infty=\frac{M_2E(M_2)-M_1E(M_1)}{M_2-M_1}.
\end{equation}
For $M_1=1419$ and $M_2=4169$ this yields $-0.02595$ hartree. Before rounding it lies about $5\times10^{-6}$ hartree below the two-term estimate. A positive term $BM^{-4/3}$ adds $B(M_2^{-1/3}-M_1^{-1/3})/(M_2-M_1)<0$ to the extrapolated value, and the second term of (\ref{eq:two}) gives about $-3\times10^{-6}$ hartree in this way. The remaining $2\times10^{-6}$ hartree is the excess of the computed lowering over the two-term value, multiplied by $M_1/(M_2-M_1)$.

The law has conditions. The cutoff must already resolve the pseudopotential; otherwise one-body errors are mixed in. The contact density must not vanish. In a triplet the spatial function is zero at contact, so $n_2=0$ and the $1/M$ term is absent. The derivation also assumes products of plane waves, and a basis that contains $r_{12}$ explicitly falls outside it.

The claim in the argument should therefore be restricted to one-body quantities. Convergence of the Hartree--Fock energy indicates that the occupied orbital is resolved, and with it the action of the pseudopotential on that orbital. It does not test projectors that act only on virtual orbitals. The correlation energy needs its own convergence study or an extrapolation in $1/M$. The values quoted here can be checked against the numerical output below.

\section*{Computed values}
\begin{verbatim}
A: cell side 4.0 bohr, smoothing length 1.0 bohr
A: largest basis 24405 plane waves, Q = 28.274 1/bohr
A: pair energy, fitted M->infinity limit -0.0178264 hartree
A: contact density times volume, Omega*n2 = 0.3649
A: cusp tail / predicted tail, q from 7 to 9 1/bohr: 1.0127
A: 1/M slope fitted 0.01653, predicted 0.01643 hartree
A: M    925  E -0.0178077  error 1.874e-05  leading term 1.777e-05 hartree
A: M   6403  E -0.0178238  error 2.639e-06  leading term 2.567e-06 hartree
A: M  14411  E -0.0178252  error 1.165e-06  leading term 1.140e-06 hartree
A: M  24405  E -0.0178257  error 6.863e-07  leading term 6.734e-07 hartree
A: identity 1.80515425e-05, direct difference 1.80515426e-05 hartree
A: bare nucleus, Omega*|phi(0)|^2 = 11.3807
A: bare nucleus slope fitted 1.03069, predicted 1.02499 hartree
A: basis errors at M = 925 (hartree):
A:   bare nucleus, one electron      9.589e-04
A:   smoothed nucleus, one electron  -1.4e-14
A:   true repulsion, two electrons   1.874e-05
A:   smoothed repulsion, two electr. -3.1e-14
B: cell side 6.0 bohr, ion charge 2.0, core length 1.0 bohr
B: projector strength -0.5 hartree, width 1.0 bohr
B: occupied level -0.40072 hartree, n2 = 0.02417 1/bohr^3
B: mean pair momentum 1.1715 1/bohr
B: Q  5.236 1/bohr  M   515  HF -0.95012690  MP2 -0.0253745 hartree
B: Q  6.283 1/bohr  M   925  HF -0.95012726  MP2 -0.0256447 hartree
B: Q  7.330 1/bohr  M  1419  HF -0.95012727  MP2 -0.0257550 hartree
B: Q  8.378 1/bohr  M  2109  HF -0.95012727  MP2 -0.0258201 hartree
B: Q 10.472 1/bohr  M  4169  HF -0.95012727  MP2 -0.0258839 hartree
B: from M = 1419 to 4169, energy lowering in hartree:
B:   Hartree-Fock             4.14e-11
B:   MP2 correlation          1.2892e-04
B:   predicted, leading term  1.0929e-04
B:   predicted, two terms     1.2449e-04
B:   MP2 / two-term ratio     1.0356
B: extrapolated MP2 correlation -0.025945 hartree = -0.7060 eV
B: predicted MP2 error left at M = 4169: 6.113e-05 hartree = 1.663 meV
\end{verbatim}
